# Si-H Morse anharmonicity and the error of a Birge-Sponer extrapolation

## Problem

The Si-H stretch of a hydrogen-terminated silicon surface has its fundamental at \(n_1=2080\ \mathrm{cm^{-1}}\) and its first overtone at \(n_2=4090\ \mathrm{cm^{-1}}\). These are rough typical values. Both are energies above the vibrational ground state, so \(n_2\) is the 0→2 energy and not the 1→2 spacing. Each line is read with an independent standard error of \(1\ \mathrm{cm^{-1}}\).

(a) Treat one bond as a Morse oscillator. Find its anharmonicity, harmonic energy and well depth.

(b) Find the dissociation energy from the Birge-Sponer plot, and compare its area with the sum of the discrete level spacings.

(c) Find the error in the dissociation energy due to reading the lines.

(d) Find how the depth depends on the assumed shape of the well, using
\[
V(r)=D\,y^2,\qquad y=\frac{1-e^{-br}}{1-c\,e^{-br}},\qquad -1<c<1 ,
\]
where \(r\) is the bond extension and \(c=0\) is the Morse well. Would a second overtone settle the shape?

(e) Estimate the effects of dipole coupling between bonds, bending zero-point energy and a temperature of 300 K. Compare the result with a rough Si-H bond energy of 3.3 eV.

## Solution

### (a) The Morse levels and their inversion

Let \(\mu\) be the reduced mass and \(B=\hbar^2/(2\mu)\). The Schrödinger equation is
\[
-B\psi''+D_e(1-e^{-ar})^2\psi=E\psi .
\]
Put \(K=\sqrt{D_e/B}/a\) and \(z=2Ke^{-ar}\). Then \(d/dr=-a\,z\,d/dz\), and division by \(-Ba^2\) gives
\[
\left(z\frac{d}{dz}\right)^2\psi+\left(Kz-\frac{z^2}{4}-s^2\right)\psi=0,
\qquad s^2=\frac{D_e-E}{Ba^2}.
\]
At large \(r\), where \(z\to0\), a bound state behaves as \(z^s\) with \(s>0\). At large \(z\) it must decay as \(e^{-z/2}\). Substituting \(\psi=z^se^{-z/2}F(z)\) leaves
\[
zF''+(2s+1-z)F'+\left(K-s-\tfrac12\right)F=0 .
\]
For \(F=\sum_j f_jz^j\), equating powers of \(z\) gives
\[
(j+1)(j+2s+1)f_{j+1}=\left[j-\left(K-s-\tfrac12\right)\right]f_j .
\]
A series that does not end grows as \(e^z\) and overwhelms the factor \(e^{-z/2}\). It must therefore end, which requires \(K-s-\frac12=v\) with \(v=0,1,2,\dots\) Here \(r\) runs over the whole real line; the repulsive wall makes the unphysical region of large compression unimportant for this bond. With \(s=K-v-\frac12\),
\[
E=D_e-Ba^2\left(K-v-\tfrac12\right)^2 .
\]
Since \(Ba^2K^2=D_e\), expanding the square gives
\[
G(v)=\omega_e\left(v+\tfrac12\right)-x\left(v+\tfrac12\right)^2,
\qquad \omega_e=2a\sqrt{D_eB},\qquad x=Ba^2 .
\]
All these quantities are energies, and \(x\) is the quantity often written \(\omega_ex_e\). Subtracting \(G(0)\),
\[
n_1=\omega_e-2x,\qquad n_2=2\omega_e-6x .
\]
Twice the first equation minus the second gives \(2n_1-n_2=2x\). Three times the first minus the second gives \(3n_1-n_2=\omega_e\). Hence
\[
x=\frac{4160-4090}{2}=35\ \mathrm{cm^{-1}},\qquad
\omega_e=6240-4090=2150\ \mathrm{cm^{-1}} .
\]
Squaring \(\omega_e=2a\sqrt{D_eB}\) gives \(\omega_e^2=4xD_e\), so
\[
D_e=\frac{\omega_e^2}{4x}=\frac{2150^2}{140}
=33018\ \mathrm{cm^{-1}}=4.09\ \mathrm{eV}.
\]
This depth is measured from the bottom of the well. The mass has cancelled: it is needed for the width parameter \(a\), but not for the depth.

### (b) The Birge-Sponer area

The spacing between adjacent levels is
\[
G(v+1)-G(v)=\omega_e-2x(v+1).
\]
Plot it at the midpoint \(q=v+\frac12\). The points lie on the line \(\omega_e-2x(q+\frac12)\), which reaches zero at
\[
v_D=\frac{\omega_e}{2x}-\frac12=30.214 .
\]
At \(q=0\) the line has height \(\omega_e-x=2xv_D\). The area of the triangle from \(q=0\) to \(q=v_D\) is the dissociation energy from the ground state:
\[
D_0=\frac12\,v_D\,(2xv_D)=xv_D^2=\frac{(\omega_e-x)^2}{4x}.
\]
It agrees with subtracting the zero-point energy \(G(0)=\omega_e/2-x/4\) from \(D_e\), because
\[
\frac{\omega_e^2}{4x}-\frac{\omega_e}{2}+\frac{x}{4}
=\frac{(\omega_e-x)^2}{4x}.
\]
Numerically,
\[
D_0=\frac{2115^2}{140}=31952\ \mathrm{cm^{-1}}=3.96\ \mathrm{eV}.
\]

The discrete spacings add up to the energy of the highest bound level above \(v=0\), not to the dissociation limit. Bound levels need \(s=v_D-v>0\), so here they run from \(v=0\) to \(v=30\), which makes 31 levels. The highest one lies below the limit by
\[
x(v_D-30)^2=35(0.214)^2\approx1.6\ \mathrm{cm^{-1}} .
\]
Replacing the sum by the area thus costs almost nothing. The serious assumption is that a line fixed by two spacings, \(2080\) and \(4090-2080=2010\ \mathrm{cm^{-1}}\), stays straight for thirty levels.

### (c) Reading error

Let \(d=2n_1-n_2=2x=70\ \mathrm{cm^{-1}}\). Since \(\omega_e=n_1+d\), we have \(\omega_e-x=n_1+d/2\), and
\[
D_0=\frac{(n_1+d/2)^2}{2d}.
\]
At fixed \(n_1\),
\[
\frac{\partial D_0}{\partial d}
=\frac{n_1+d/2}{2d}-\frac{(n_1+d/2)^2}{2d^2}
=-\frac{n_1^2-d^2/4}{2d^2}.
\]
Because \(\partial d/\partial n_2=-1\) and \(\partial d/\partial n_1=2\), the slopes with respect to the two lines are
\[
\frac{\partial D_0}{\partial n_2}=\frac{n_1^2-d^2/4}{2d^2}=441.3,
\]
\[
\frac{\partial D_0}{\partial n_1}
=\frac{n_1+d/2}{d}-\frac{n_1^2-d^2/4}{d^2}
=30.2-882.7=-852.5 .
\]
Independent errors of \(1\ \mathrm{cm^{-1}}\) add in quadrature:
\[
\delta D_0=\sqrt{852.5^2+441.3^2}\ \mathrm{cm^{-1}}
\approx960\ \mathrm{cm^{-1}}=0.12\ \mathrm{eV},
\]
which is 3% of \(D_0\).

The amplification comes from the small difference \(d\). For \(d\ll n_1\), \(D_0\approx n_1^2/(2d)\), so the relative error of \(D_0\) is nearly that of \(d\), namely \(\sqrt{2^2+1^2}/70\approx3\%\). As \(d\to0\) the oscillator becomes harmonic and the extrapolated energy diverges. A common scale error is much less harmful: multiplying both lines by \(1+\eta\) multiplies \(D_0\) by the same factor.

### (d) Error from the shape of the well

The semiclassical quantization condition, with momentum \(\hbar\sqrt{(E-V)/B}\), is
\[
v+\frac12=\frac1\pi\int\sqrt{\frac{E-V(r)}{B}}\,dr ,
\]
taken between the turning points. Solving the definition of \(y\) for the exponential gives \(e^{-br}=(1-y)/(1-cy)\). Therefore
\[
br=\ln(1-cy)-\ln(1-y),\qquad
b\frac{dr}{dy}=\frac1{1-y}-\frac{c}{1-cy}.
\]
Let \(\epsilon=E/D\) and now \(K=\sqrt{D/B}/b\). The turning points are \(y=\pm\sqrt\epsilon\), and
\[
v+\frac12=\frac K\pi\int_{-\sqrt\epsilon}^{\sqrt\epsilon}
\sqrt{\epsilon-y^2}\left[\frac1{1-y}-\frac c{1-cy}\right]dy .
\]
Both terms need the integral
\[
I(k)=\int_{-\sqrt\epsilon}^{\sqrt\epsilon}\frac{\sqrt{\epsilon-y^2}}{1-ky}\,dy
=\int_{-\sqrt\epsilon}^{\sqrt\epsilon}\frac{\sqrt{\epsilon-y^2}}{1-k^2y^2}\,dy ,
\]
where the odd part has dropped out. Write the root as \((\epsilon-y^2)/\sqrt{\epsilon-y^2}\) and use
\[
\epsilon-y^2=\frac{(1-k^2y^2)-(1-k^2\epsilon)}{k^2}.
\]
With \(y=\sqrt\epsilon\sin\theta\), the first part integrates to \(\pi\). The second contains
\[
\int_{-\pi/2}^{\pi/2}\frac{d\theta}{1-k^2\epsilon\sin^2\theta}
=\int_{-\infty}^{\infty}\frac{dt}{1+(1-k^2\epsilon)t^2}
=\frac{\pi}{\sqrt{1-k^2\epsilon}},\qquad t=\tan\theta .
\]
Thus \(I(k)=\pi(1-\sqrt{1-k^2\epsilon})/k^2\), and
\[
v+\frac12=K\left[1-\sqrt{1-\epsilon}
-\frac{1-\sqrt{1-c^2\epsilon}}c\right].
\]
As \(c\to0\) the last term vanishes, and solving for \(\epsilon\) returns the Morse ladder of part (a).

For low levels, \(1-\sqrt{1-w}=w/2+w^2/8+\dots\) gives, with \(N=v+\frac12\),
\[
N=K\left[\frac{1-c}{2}\epsilon+\frac{1-c^3}{8}\epsilon^2+\dots\right].
\]
To first order \(\epsilon=2N/[K(1-c)]\). Inserting this in the quadratic term, and using \((1-c^3)/(1-c)=1+c+c^2\),
\[
\epsilon=\frac{2N}{K(1-c)}
-\frac{1+c+c^2}{K^2(1-c)^2}N^2+\dots
\]
Since \(E=D\epsilon\), the coefficients are
\[
\omega_e=\frac{2D}{K(1-c)},\qquad
x=\frac{D(1+c+c^2)}{K^2(1-c)^2}=(1+c+c^2)\frac{\omega_e^2}{4D},
\]
and so, to leading order in the anharmonicity,
\[
D=(1+c+c^2)\,\frac{\omega_e^2}{4x}.
\]
The same \(\omega_e\) and \(x\) therefore belong to wells of different depth. Within this family the leading factor is smallest at \(c=-\frac12\), where it is \(\frac34\).

The neglected cubic term in \(N\) also enters the two measured lines. To include it, \(D\) and \(b\) were adjusted for each \(c\) until numerical diagonalization reproduced both \(n_1\) and \(n_2\). For \(c=-\frac12\) the factor then changes from 0.75 to 0.77. The calibrated wells give:

| \(c\) | \(D_0\) (eV) | second overtone minus Morse (cm⁻¹) |
|---:|---:|---:|
| −0.50 | 3.04 | −1.76 |
| −0.25 | 3.29 | −1.51 |
| 0 | 3.96 | 0 |
| 0.25 | 5.07 | 1.56 |

If the true well had \(c=-0.50\), the Morse extrapolation would exceed its dissociation energy by \((3.96-3.04)/3.04=30\%\). If it had \(c=0.25\), the extrapolation would fall short by \((5.07-3.96)/5.07=22\%\). Two lines thus do not fix even the sign of the error. These wells are probes of shape, not confidence limits: nothing in the data selects this family or this range of \(c\).

The full ladder for \(c=-0.50\) shows where the energy is lost. Its first two spacings lie on the Birge-Sponer line by construction, and all later ones lie below it. Between \(v=10\) and \(v=11\) the spacing is \(1268\ \mathrm{cm^{-1}}\), against \(1380\ \mathrm{cm^{-1}}\) on the line. The well holds 20 levels instead of 31.

A second overtone hardly settles the matter at the stated precision. For a Morse oscillator its energy is
\[
n_3=3\omega_e-12x=3(n_2-n_1)=6030\ \mathrm{cm^{-1}} .
\]
The errors of \(n_1\) and \(n_2\) make this prediction uncertain by \(3\sqrt2\approx4\ \mathrm{cm^{-1}}\), more than any shift in the table. Even with perfect first two lines, the wells with \(c=-0.50\) and \(c=-0.25\) differ by \(0.25\ \mathrm{cm^{-1}}\) in \(n_3\) and by 0.26 eV in \(D_0\). Levels much closer to dissociation, or an independent bond energy, constrain the extrapolation far better.

### (e) Surface effects and comparison with the real bond

**Dipole coupling.** Suppose that the supplied fundamental is the in-phase vibration of a complete layer, with every bond normal to the surface. A bond extended by \(r_i\) carries a dynamic dipole \(qr_i\). Parallel dipoles side by side at distance \(R_{ij}\) have the energy \(q^2r_ir_j/(4\pi\varepsilon_0R_{ij}^3)\). In the harmonic approximation
\[
r_i=\sqrt{\frac B{n_1}}\,(\beta_i+\beta_i^\dagger),
\]
where \(\beta_i^\dagger\) creates a quantum on bond \(i\). Keeping the terms that conserve the number of quanta, a quantum hops between bonds with amplitude
\[
J_{ij}=\frac B{n_1}\frac{q^2}{4\pi\varepsilon_0R_{ij}^3}.
\]
In the in-phase state all amplitudes add, so the fundamental is raised by \(S=\sum_jJ_{ij}\). On a triangular lattice of spacing \(\ell\), \(\sum_jR_{ij}^{-3}=11.034/\ell^3\). A rough charge \(q=0.1e\) and \(\ell=3.84\ \text{Å}\) give \(S=1.89\ \mathrm{cm^{-1}}\).

The overtone responds differently. Two quanta on one bond lie about \(d\) below two quanta on separate bonds. The coupling must first separate them, with amplitude \(\sqrt2J_{ij}\), and a second step of the same amplitude reunites them on bond \(i\) or on bond \(j\). Each of these two routes lowers the in-phase overtone by \(2\sum_jJ_{ij}^2/d\), so the shift is only about \(4\sum_jJ_{ij}^2/d\) in size. On the infinite triangular lattice \(\sum_jR_{ij}^{-6}=6.376/\ell^6\) and the nearest-neighbour amplitude is \(S/11.034=0.171\ \mathrm{cm^{-1}}\), so this hopping lowers the overtone by about \(0.011\ \mathrm{cm^{-1}}\). Diagonalization of the two-quantum states on a periodic layer of 25 bonds, with the couplings rescaled to keep the same \(S\), gives \(0.02\ \mathrm{cm^{-1}}\). That small cell overestimates the shift by nearly a factor of two, because the rescaling enlarges the near couplings; larger cells approach \(0.011\ \mathrm{cm^{-1}}\). An anharmonic bond also has a small matrix element of \(r\) between \(v=0\) and \(v=2\), which lets both quanta hop at once and raises the overtone by about \(0.015\ \mathrm{cm^{-1}}\). All these shifts are negligible beside \(S\). The mean extension of an anharmonic bond, left out here, also shifts both lines slightly, but it grows almost linearly with \(v\) and so nearly cancels in \(d\).

The isolated-bond fundamental is therefore \(n_1-S\), and \(d\) falls from 70 to \(70-2(1.89)=66.2\ \mathrm{cm^{-1}}\). Repeating the extraction gives \(D_0=4.17\) eV, an increase of 0.21 eV. This exceeds the reading error, although the line has moved by less than \(2\ \mathrm{cm^{-1}}\). The shift \(S\) scales as \(q^2\), and the correction to \(D_0\) grows faster than that because \(d\) shrinks. The estimate omits the permanent dipoles of the bonds, which can shift both lines further, and the electronic polarization of the substrate and of the layer itself, which can strengthen or weaken the coupling.

**Bending and temperature.** Two bending modes of roughly \(630\ \mathrm{cm^{-1}}\) hold \(2\times\frac12\times630=630\ \mathrm{cm^{-1}}\), or 0.08 eV, of zero-point energy. If breaking the bond removes both modes, and the fitted curve is taken as the bond energy without bending, this energy is released and the dissociation energy is lower by that amount. The measured levels already include any change of the bending energy as the bond stretches, so subtracting the full 0.08 eV may count some or all of it twice. At 300 K the population of the stretch level \(v=1\) is \(5\times10^{-5}\), so absorption starting from that level is negligible. The bends are not frozen out: each has a Boltzmann factor of about 0.05, so roughly 10% of the bonds have a bend excited, and coupling between stretch and bend, absent from this one-dimensional model, can then shift and broaden the lines. Thermal shifts of the lines are a separate matter: the two lines should be measured at the same temperature, and any remaining shift enters through the slopes of part (c).

**The real bond.** The supplied lines are only rough typical values, and the Morse result of 3.96 eV exceeds the rough bond energy of 3.3 eV by 0.66 eV, or 20% of the latter. The reading error of 0.12 eV is too small to explain this, but the roughness of the supplied values is not: an overtone at 4076 instead of \(4090\ \mathrm{cm^{-1}}\) would by itself give \(D_0=3.32\) eV. The dipole correction increases the discrepancy, and the bending correction removes only a small part of it. A departure from the Morse shape can be large enough, as the table shows. The near agreement of the \(c=-0.25\) well with 3.3 eV does not identify the true potential, since the comparison value is rough and lattice relaxation after bond breaking has been left out.

Under the Morse assumption the two lines give an anharmonicity \(x=35\ \mathrm{cm^{-1}}\), with a reading error of \(\sqrt5/2\approx1.1\ \mathrm{cm^{-1}}\) before the dipole correction. The other wells in the table change \(x\) by about \(1\ \mathrm{cm^{-1}}\). The dissociation energy of about 4 eV depends far more on that assumption: the wells in the table move it by about 1 eV in either direction, and this is not a bound on the shape error. The numerical output below gives the values to more digits.

## Numbers as computed

```
Supplied fundamental: 2080 cm^-1
Supplied first overtone: 4090 cm^-1
Difference 2*n1-n2: 70.0 cm^-1
Morse anharmonicity x: 35.0 cm^-1
Harmonic energy we: 2150.0 cm^-1
Ratio x/we: 0.01628 (no unit)
Reduced mass: 0.9728 u
Morse inverse width a: 1.421 1/angstrom
Zero-point energy: 1066.25 cm^-1
Morse De: 33017.9 cm^-1
Morse De converted: 4.094 eV
Birge-Sponer D0: 31951.6 cm^-1
Birge-Sponer D0 converted: 3.961 eV
Line intercept vD: 30.214 (no unit)
Morse bound levels: 31
Area minus sum of spacings: 1.61 cm^-1
Reading error of each line: 1.0 cm^-1
dD0/dn1: -852.5 (no unit)
dD0/dn2: 441.3 (no unit)
Reading error in D0: 0.119 eV
Rough comparison bond energy: 3.3 eV
D0 minus rough bond energy: 0.66 eV
Excess relative to rough value: 20 %
Morse second overtone: 6030.00 cm^-1
Shape c=-0.50: De=3.171 eV, D0=3.039 eV
  leading De factor=0.7500, computed=0.7745
  second overtone=6028.24 cm^-1, minus Morse=-1.76 cm^-1
Shape c=-0.25: De=3.426 eV, D0=3.294 eV
  leading De factor=0.8125, computed=0.8369
  second overtone=6028.49 cm^-1, minus Morse=-1.51 cm^-1
Shape c=0.25: De=5.201 eV, D0=5.068 eV
  leading De factor=1.3125, computed=1.2704
  second overtone=6031.56 cm^-1, minus Morse=1.56 cm^-1
Bound levels for c=-0.50: 20
Line spacing v=10 to 11: 1380.0 cm^-1
c=-0.50 spacing v=10 to 11: 1268.0 cm^-1
Rough dynamic charge: 0.10 e
Rough site spacing: 3.84 angstrom
Triangular lattice sum: 11.034 (no unit)
Dipole shift of fundamental: 1.89 cm^-1
Largest overtone shift: 0.0196 cm^-1
D0 after dipole correction: 4.172 eV
Dipole correction to D0: 0.211 eV
Rough bend energy: 630 cm^-1
Zero-point energy of two bends: 0.078 eV
Temperature: 300 K
Population of v=1: 4.65e-05 (no unit)
```
